# Pryce's g tensor for a nondegenerate term and tetragonal d9 copper: a numerical check

```python
# Result under test: for an orbitally nondegenerate ground state |0> of a term,
#   g = g_e - 2*lambda*Lambda,
#   Lambda_ij = sum_n <0|L_i|n><n|L_j|0>/(E_n - E_0),
# and for tetragonal d9 with the hole in x2-y2 (lambda = -zeta):
#   g_par = g_e - 8*lambda/Delta1,  g_perp = g_e - 2*lambda/Delta2.
# H = V + lambda L.S + muB B.(L + g_e S); V: ligand field; zeta: one-electron
# spin-orbit constant; Delta1, Delta2: hole excitation energies to xy and xz,yz.
# Energies of the d9 ion are in cm^-1; the general L=3, S=1 model is unitless.
import numpy as np
import sympy as sp
from scipy import constants as const

g_e = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton"][0]


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def pryce_tensor(V, L):
    energy, vec = np.linalg.eigh(V)
    coupling = np.array([vec[:, 1:].conj().T @ Li @ vec[:, 0] for Li in L])
    mean_L = np.array([vec[:, 0].conj() @ Li @ vec[:, 0] for Li in L])
    Lam = (coupling.conj() / (energy[1:] - energy[0])) @ coupling.T
    return Lam, mean_L, energy, vec


# ---- General term: L = 3, S = 1 in a field without symmetry axes ----
L3, S1 = angular_momentum(3), angular_momentum(1)
Lx, Ly, Lz = L3
V3 = (Lz @ Lz + 0.05 * (Lx @ Lx - Ly @ Ly)
      + 0.10 * (Lx @ Lz + Lz @ Lx) + 0.04 * (Lx @ Ly + Ly @ Lx))
Lam3, mean_L3, E3, vec3 = pryce_tensor(V3, L3)
gap3 = E3[1] - E3[0]
assert gap3 > 0.2
assert np.max(np.abs(mean_L3)) < 1e-10
assert np.max(np.abs(Lam3.imag)) < 1e-10
Lam3 = Lam3.real
assert np.allclose(Lam3, Lam3.T, atol=1e-10)
assert np.min(np.linalg.eigvalsh(Lam3)) > -1e-10


def effective_hamiltonian(lam, field):
    # Exact lowest three levels mapped onto |0> times the spin states.
    H = np.kron(V3, np.eye(3)).astype(complex)
    for i in range(3):
        H += lam * np.kron(L3[i], S1[i])
        H += field[i] * (np.kron(L3[i], np.eye(3))
                         + g_e * np.kron(np.eye(7), S1[i]))
    energy, vec = np.linalg.eigh(H)
    model = np.kron(vec3[:, :1], np.eye(3))
    left, _, right = np.linalg.svd(model.conj().T @ vec[:, :3])
    C = left @ right
    return C @ np.diag(energy[:3]) @ C.conj().T


def general_remainders(lam):
    step = 1e-5
    g = np.zeros((3, 3))
    for i in range(3):
        b = step * np.eye(3)[i]
        M = (effective_hamiltonian(lam, b)
             - effective_hamiltonian(lam, -b)) / (2 * step)
        for j in range(3):
            g[i, j] = (np.trace(M @ S1[j]) / np.trace(S1[j] @ S1[j])).real
    g_error = np.linalg.norm(g - (g_e * np.eye(3) - 2 * lam * Lam3))
    zfs = sum(-lam**2 * Lam3[i, j] * S1[i] @ S1[j]
              for i in range(3) for j in range(3))
    H0 = effective_hamiltonian(lam, np.zeros(3)) - E3[0] * np.eye(3)
    return g_error, np.linalg.norm(H0 - zfs), np.linalg.norm(2 * lam * Lam3)


lam_general = 0.004
g_err_a, d_err_a, shift_a = general_remainders(lam_general)
g_err_b, d_err_b, shift_b = general_remainders(lam_general / 2)
assert g_err_a < 0.2 * shift_a
assert 3.5 < g_err_a / g_err_b < 4.5      # remainder of g is of order lambda^2
assert 6.5 < d_err_a / d_err_b < 9.5      # remainder of splitting: lambda^3

# Quadratic field energy of the orbital ground state alone
direction = np.array([1.0, 2.0, -2.0]) / 3
b = 1e-3
E_field = np.linalg.eigvalsh(V3 + b * np.einsum("i,ijk->jk", direction, L3))[0]
expected = -direction @ Lam3 @ direction
assert abs((E_field - E3[0]) / b**2 - expected) < 1e-3 * abs(expected)

# ---- Real d orbitals, order: xy, yz, xz, x2-y2, z2 ----
r = 1 / np.sqrt(2)
T = np.zeros((5, 5), dtype=complex)        # rows m = 2, 1, 0, -1, -2
T[0, 0], T[4, 0] = -1j * r, 1j * r
T[1, 1], T[3, 1] = 1j * r, 1j * r
T[1, 2], T[3, 2] = -r, r
T[0, 3], T[4, 3] = r, r
T[2, 4] = 1
l = np.array([T.conj().T @ li @ T for li in angular_momentum(2)])
s = angular_momentum(0.5)
assert np.max(np.abs(l.real)) < 1e-12

# Check the matrices by differentiating the equally normalized polynomials
x, y, z = sp.symbols("x y z", real=True)
poly = [x*y, y*z, x*z, (x**2 - y**2)/2, (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3))]
rotate = [lambda f: -sp.I * (y*sp.diff(f, z) - z*sp.diff(f, y)),
          lambda f: -sp.I * (z*sp.diff(f, x) - x*sp.diff(f, z)),
          lambda f: -sp.I * (x*sp.diff(f, y) - y*sp.diff(f, x))]
points = np.random.default_rng(3).normal(size=(8, 3))
poly_fun = [sp.lambdify((x, y, z), f, "numpy") for f in poly]
values = np.array([[f(*p) for f in poly_fun] for p in points])
for i in range(3):
    for k in range(5):
        rotated = sp.lambdify((x, y, z), sp.expand(rotate[i](poly[k])), "numpy")
        direct = np.array([complex(rotated(*p)) for p in points])
        assert np.allclose(direct, values @ l[i][:, k], atol=1e-10)

# ---- Nine-electron determinants |k> = c_k |full shell> ----
FULL = (1 << 10) - 1


def parity(mask, p):
    return -1 if bin(mask & ((1 << p) - 1)).count("1") % 2 else 1


holes = [(parity(FULL, k), FULL ^ (1 << k)) for k in range(10)]
position = {mask: k for k, (_, mask) in enumerate(holes)}
hop = np.zeros((10, 10, 10, 10))           # <j| c+_a c_b |k>
for k, (sign_k, mask_k) in enumerate(holes):
    for q in range(10):
        if not (mask_k >> q) & 1:
            continue
        removed = mask_k ^ (1 << q)
        sign_q = sign_k * parity(mask_k, q)
        for p in range(10):
            if (removed >> p) & 1:
                continue
            final = removed | (1 << p)
            j = position[final]
            hop[j, k, p, q] += holes[j][0] * sign_q * parity(removed, p)


def nine_electron(h):
    return np.einsum("jkab,ab->jk", hop, h)


l_dot_s = sum(np.kron(l[i], s[i]) for i in range(3))
L9 = np.array([nine_electron(np.kron(li, np.eye(2))) for li in l])
S9 = np.array([nine_electron(np.kron(np.eye(5), si)) for si in s])
SO9 = nine_electron(l_dot_s)
assert np.allclose(SO9, -sum(L9[i] @ S9[i] for i in range(3)), atol=1e-12)
assert np.allclose(SO9, -l_dot_s.T, atol=1e-12)
assert np.allclose(L9, [np.kron(li, np.eye(2)) for li in l], atol=1e-12)


def exact_d9(hole_energy, zeta):
    # An electron orbital lies as far below zero as its hole state lies above.
    field = nine_electron(np.kron(np.diag(-np.array(hole_energy)), np.eye(2)))
    field = field + np.sum(2 * np.array(hole_energy)) * np.eye(10)
    energy, vec = np.linalg.eigh(field + zeta * SO9)
    pair = vec[:, :2]
    M = [pair.conj().T @ (L9[i] + g_e * S9[i]) @ pair for i in range(3)]
    G = np.array([[2 * np.trace(a @ c).real for c in M] for a in M])
    assert np.allclose(G, np.diag(np.diag(G)), atol=1e-8)
    return np.sqrt(np.diag(G)), energy[0]


zeta, Delta1, Delta2, Delta_z2 = 800.0, 16000.0, 20000.0, 10000.0
lam = -zeta
hole_energy = [Delta1, Delta2, Delta2, 0.0, Delta_z2]
Lam9, mean_L9, _, _ = pryce_tensor(np.diag(hole_energy), l)
Lam9 = Lam9.real
assert np.max(np.abs(mean_L9)) < 1e-12
assert np.allclose(Lam9, np.diag([1/Delta2, 1/Delta2, 4/Delta1]), atol=1e-14)


def formula_x2y2(zeta_value):
    return np.array([g_e + 2*zeta_value/Delta2, g_e + 8*zeta_value/Delta1])


def remainder_x2y2(zeta_value):
    g = exact_d9(hole_energy, zeta_value)[0]
    assert abs(g[0] - g[1]) < 1e-8
    return g[[0, 2]] - formula_x2y2(zeta_value)


weak_a, weak_b = remainder_x2y2(20.0), remainder_x2y2(10.0)
assert np.all(np.abs(weak_a) < 20 * (20.0 / Delta1)**2)
assert np.all(weak_a / weak_b > 3.5)       # at least second order in zeta

# Hole in z2 instead: g_par = g_e and g_perp = g_e - 6*lambda/Delta
Delta_c = 20000.0
hole_z2 = [16000.0, Delta_c, Delta_c, 10000.0, 0.0]


def remainder_z2(zeta_value):
    g = exact_d9(hole_z2, zeta_value)[0]
    return g[[0, 2]] - np.array([g_e + 6*zeta_value/Delta_c, g_e])


z2_a, z2_b = remainder_z2(20.0), remainder_z2(10.0)
assert np.all(np.abs(z2_a) < 20 * (20.0 / Delta_c)**2)
assert np.all(z2_a / z2_b > 3.5)

# Constant spin-orbit lowering for S = 1/2
lowering_formula = lam**2 * np.trace(Lam9) / 4
lowering_exact = (exact_d9(hole_energy, 0.0)[1]
                  - exact_d9(hole_energy, zeta)[1])
weak_lowering = (exact_d9(hole_energy, 0.0)[1]
                 - exact_d9(hole_energy, 20.0)[1])
weak_expected = 20.0**2 * np.trace(Lam9) / 4
assert abs(weak_lowering / weak_expected - 1) < 0.01

g_formula = formula_x2y2(zeta)
g_exact = exact_d9(hole_energy, zeta)[0][[0, 2]]
assert g_exact[1] > g_exact[0] > g_e
g_z2_exact = exact_d9(hole_z2, zeta)[0][[0, 2]]
frequency = 9.5e9

print(f"free-electron g_e = {g_e:.6f}")
print("General model L=3, S=1 (unitless energies)")
print(f"  orbital gap = {gap3:.4f}, lambda = {lam_general:.4f}")
print(f"  norm of g shift 2*lambda*Lambda = {shift_a:.6f}")
print(f"  norm of g remainder = {g_err_a:.3e}")
print(f"  g remainder ratio on halving lambda = {g_err_a/g_err_b:.3f}")
print(f"  splitting remainder ratio on halving = {d_err_a/d_err_b:.3f}")
print("Model d9 ion, hole in x2-y2")
print(f"  zeta = {zeta:.0f} cm^-1, lambda = {lam:.0f} cm^-1")
print(f"  Delta1 (xy) = {Delta1:.0f} cm^-1")
print(f"  Delta2 (xz,yz) = {Delta2:.0f} cm^-1")
print(f"  z2 hole state = {Delta_z2:.0f} cm^-1")
print(f"  |<xy|Lz|x2-y2>| = {abs(l[2][0, 3]):.4f}")
print(f"  |<yz|Lx|x2-y2>| = {abs(l[0][1, 3]):.4f}")
print(f"  |<xz|Ly|x2-y2>| = {abs(l[1][2, 3]):.4f}")
print(f"  Lambda_zz = {Lam9[2, 2]:.4e} cm")
print(f"  Lambda_xx = {Lam9[0, 0]:.4e} cm")
print(f"  shift -8*lambda/Delta1 = {-8*lam/Delta1:.4f}")
print(f"  shift -2*lambda/Delta2 = {-2*lam/Delta2:.4f}")
print(f"  g_par  formula = {g_formula[1]:.4f}, exact = {g_exact[1]:.4f}")
print(f"  g_perp formula = {g_formula[0]:.4f}, exact = {g_exact[0]:.4f}")
for value in (800.0, 400.0, 200.0):
    rem = remainder_x2y2(value)
    print(f"  zeta = {value:.0f} cm^-1: exact - formula, "
          f"par = {rem[1]:.6f}, perp = {rem[0]:.6f}")
print(f"  ground lowering, formula = {lowering_formula:.2f} cm^-1")
print(f"  ground lowering, exact = {lowering_exact:.2f} cm^-1")
print(f"  microwave frequency = {frequency/1e9:.1f} GHz")
for name, g in (("par", g_formula[1]), ("perp", g_formula[0]),
                ("free electron", g_e)):
    print(f"  resonance field, {name} (formula g) = "
          f"{1e3*const.h*frequency/(g*mu_B):.2f} mT")
print("Same zeta, hole in z2 instead")
print(f"  Delta (xz,yz) = {Delta_c:.0f} cm^-1")
print(f"  x2-y2 hole state = {hole_z2[3]:.0f} cm^-1")
print(f"  xy hole state = {hole_z2[0]:.0f} cm^-1")
print(f"  g_par  formula = {g_e:.4f}, exact = {g_z2_exact[1]:.4f}")
print(f"  g_perp formula = {g_e - 6*lam/Delta_c:.4f}, "
      f"exact = {g_z2_exact[0]:.4f}")
print("OK")
```

It prints:

```
free-electron g_e = 2.002319
General model L=3, S=1 (unitless energies)
  orbital gap = 0.7021, lambda = 0.0040
  norm of g shift 2*lambda*Lambda = 0.083003
  norm of g remainder = 3.645e-04
  g remainder ratio on halving lambda = 3.913
  splitting remainder ratio on halving = 7.708
Model d9 ion, hole in x2-y2
  zeta = 800 cm^-1, lambda = -800 cm^-1
  Delta1 (xy) = 16000 cm^-1
  Delta2 (xz,yz) = 20000 cm^-1
  z2 hole state = 10000 cm^-1
  |<xy|Lz|x2-y2>| = 2.0000
  |<yz|Lx|x2-y2>| = 1.0000
  |<xz|Ly|x2-y2>| = 1.0000
  Lambda_zz = 2.5000e-04 cm
  Lambda_xx = 5.0000e-05 cm
  shift -8*lambda/Delta1 = 0.4000
  shift -2*lambda/Delta2 = 0.0800
  g_par  formula = 2.4023, exact = 2.3875
  g_perp formula = 2.0823, exact = 2.0722
  zeta = 800 cm^-1: exact - formula, par = -0.014785, perp = -0.010071
  zeta = 400 cm^-1: exact - formula, par = -0.003462, perp = -0.002517
  zeta = 200 cm^-1: exact - formula, par = -0.000834, perp = -0.000628
  ground lowering, formula = 56.00 cm^-1
  ground lowering, exact = 54.58 cm^-1
  microwave frequency = 9.5 GHz
  resonance field, par (formula g) = 282.54 mT
  resonance field, perp (formula g) = 325.96 mT
  resonance field, free electron (formula g) = 338.98 mT
Same zeta, hole in z2 instead
  Delta (xz,yz) = 20000 cm^-1
  x2-y2 hole state = 10000 cm^-1
  xy hole state = 16000 cm^-1
  g_par  formula = 2.0023, exact = 1.9977
  g_perp formula = 2.2423, exact = 2.2319
OK
```
